\section*{Pseudo core density for silicon: sine form versus even polynomials}

\section*{Question}

I am building a PAW dataset for silicon and need a smooth replacement $\tilde n(r)$ for the core density $n(r)$ of the $1s^2 2s^2 2p^6$ shells. Outside a radius $r_c$ the two must agree. Inside I have two candidates:
\begin{equation}
\tilde n(r)=\frac{A\sin(Br)}{r}
\qquad\text{or}\qquad
\tilde n(r)=a_0+a_2r^2+\dots+a_{2K}r^{2K}.
\end{equation}
The first is the Louie--Froyen--Cohen (LFC) form. I match its value and slope at $r_c$; for the polynomial I match the value and $K$ derivatives.

Three things confuse me. The condition for $B$ is transcendental, and I don't know which root to take. With $r_c=1$ bohr most of the ten core electrons disappear from $\tilde n$, which looks wrong. And I expected the sine, having a single wave number, to have the more compact Fourier transform, but I can't show it. How do I construct both, how much charge does each one lose, and which decays faster in $q$?

\section*{Answer}

I use Hartree atomic units and electron number densities. All densities are spherical. I assume that $n$ is smooth for $r>0$, decays at large $r$, and has $n(r_c)>0$ and $n'(r_c)<0$. Unless another argument is shown, $n,n',\dots$ are taken at $r_c$.

\subsection*{Constructing the sine form}

Equal values at $r_c$ give $A\sin(Br_c)=r_cn$. The logarithmic derivative of $\sin(Br)/r$ is $B\cot(Br)-1/r$, so equal slopes require $B\cot(Br_c)-1/r_c=n'/n$. With $x=Br_c$,
\begin{equation}
x\cot x=1+\frac{r_cn'}{n},\qquad A=\frac{r_cn}{\sin x}.
\label{match}
\end{equation}
To choose the root, look at
\begin{equation}
\frac{d}{dx}(x\cot x)=\frac{\sin x\cos x-x}{\sin^2x}
=\frac{\tfrac12\sin 2x-x}{\sin^2x}<0\qquad(0<x<\pi),
\end{equation}
which is negative because $\sin 2x<2x$. Thus $x\cot x$ falls from $1$ to $-\infty$ on $(0,\pi)$. The right side of \eqref{match} is below 1 because $n'<0$, so this interval holds one root. Take that one: then $0<Br<\pi$ inside, and $\tilde n$ is positive. A root above $\pi$ would put a zero of $\sin(Br)$, and a change of sign of $\tilde n$, inside $r_c$. If $n'$ were zero or positive, $(0,\pi)$ would contain no root.

The charge inside needs no integration by parts. Since $r\tilde n=A\sin(Br)$,
\begin{equation}
\nabla^2\tilde n=\frac1r\frac{d^2(r\tilde n)}{dr^2}=-B^2\tilde n .
\end{equation}
The function is regular at the origin, with $\tilde n(0)=AB$. Integrating over the sphere and using Gauss's theorem gives $4\pi r_c^2n'=-B^2Q_{\rm in}$, hence
\begin{equation}
Q_{\rm in}^{\rm LFC}=-\frac{4\pi r_c^2n'}{B^2}.
\label{qlfc}
\end{equation}

\subsection*{Constructing the even polynomial}

An even polynomial in $r$ is an ordinary polynomial in $t=r^2$. Because $t$ is a smooth, invertible function of $r$ near $r_c>0$, matching $K$ derivatives in $r$ is the same as matching $K$ derivatives in $t$. The answer is therefore the Taylor polynomial of $n$ in $t$:
\begin{equation}
\tilde n(r)=\sum_{k=0}^{K}\frac{D^kn}{k!}(r^2-r_c^2)^k,
\qquad D=\frac{d}{dt}=\frac1{2r}\frac{d}{dr}.
\label{taylor}
\end{equation}
Applying $D$ repeatedly gives, at $r=r_c$,
\begin{align}
Dn&=\frac{n'}{2r_c},\qquad
D^2n=\frac{1}{4r_c^2}\Big(n''-\frac{n'}{r_c}\Big),\\
D^3n&=\frac1{8r_c^3}\Big(n'''-\frac{3n''}{r_c}+\frac{3n'}{r_c^2}\Big),\\
D^4n&=\frac1{16r_c^4}\Big(n''''-\frac{6n'''}{r_c}+\frac{15n''}{r_c^2}-\frac{15n'}{r_c^3}\Big).
\end{align}
For the charge, substitute $r=r_cs$:
\begin{equation}
Q_{\rm in}^{(K)}=4\pi\sum_{k=0}^{K}\frac{(-1)^kD^kn}{k!}\,r_c^{2k+3}b_k,
\qquad b_k=\int_0^1(1-s^2)^ks^2\,ds .
\label{qpoly}
\end{equation}
Expanding the bracket gives $b_0=\frac13$, $b_1=\frac13-\frac15=\frac2{15}$, $b_2=\frac13-\frac25+\frac17=\frac8{105}$ and $b_3=\frac13-\frac35+\frac37-\frac19=\frac{16}{315}$.

If the signs of $D^kn$ alternate, every term in \eqref{taylor} is positive for $r<r_c$. Each higher order then raises $\tilde n$ and recovers more charge.

\subsection*{Numbers for silicon}

The atom here is non-relativistic, spin-restricted and spherical ($3s^23p^2$), in the local density approximation with Slater exchange and VWN correlation. At $r_c=1$ bohr it gives, in atomic units,
\begin{equation}
n=0.19185,\quad n'=-1.2160,\quad n''=7.6964,\quad n'''=-48.259,\quad n''''=295.15 .
\end{equation}
A separate finite-difference solution in the same potential agrees with the first four of these to within $0.3\%$ of their values. The extra digits serve the arithmetic. At the basis-set limit $n''''$ is $293.8$, $0.5\%$ lower; the jumps, prefactors and lost norms below then move by up to $0.3\%$, the missing charges by less than $0.01$ electron, and the crossing wave numbers by less than $0.05$ bohr$^{-1}$.

For LFC, $x\cot x=1-1.2160/0.19185=-5.338$, so $x=2.6768$. Then $B=2.6768$ bohr$^{-1}$, $A=0.4280$ bohr$^{-2}$, and
\begin{equation}
Q_{\rm in}^{\rm LFC}=\frac{4\pi(1.2160)}{(2.6768)^2}=2.13 .
\end{equation}
For the polynomials,
\begin{align}
Dn&=-\tfrac12(1.2160)=-0.6080,\\
D^2n&=\tfrac14(7.6964+1.2160)=2.2281,\\
D^3n&=\tfrac18(-48.259-23.089-3.648)=-9.3745 .
\end{align}
The signs do alternate. For $K=3$, the terms of \eqref{qpoly} are
\begin{equation}
Q_{\rm in}^{(3)}=4\pi(0.06395+0.08106+0.08488+0.07936)=3.89,
\end{equation}
and stopping after two or three terms gives the charges for $K=1$ and $K=2$. The true core has $9.478$ electrons inside $r_c$. The missing charge is $M=9.478-Q_{\rm in}$:

\begin{center}
\begin{tabular}{lcccc}
 & LFC & $K=1$ & $K=2$ & $K=3$\\ \hline
$\tilde n(0)$ (bohr$^{-3}$) & 1.15 & 0.80 & 1.91 & 3.48\\
$Q_{\rm in}$ (electrons) & 2.13 & 1.82 & 2.89 & 3.89\\
$M$ (electrons) & 7.35 & 7.66 & 6.59 & 5.59
\end{tabular}
\end{center}

So most of the core charge is indeed missing, and this is no mistake. In PAW formulations where $\tilde n$ enters the smooth electrostatic problem, the spherical part of the compensation charge includes $M$, alongside the nuclear charge and the valence contribution. The core's field outside the augmentation sphere is then that of the full core, provided $r_c$ does not exceed the radius of that sphere. $M$ is the core's share of that charge; it is not an error in the number of electrons.

LFC loses less than $K=1$ although both match value and slope. This can be shown. In the variable $t$, the $K=1$ polynomial is the tangent to the LFC function at $r_c$. With $y=B^2t<\pi^2$,
\begin{equation}
\frac{d^2}{dy^2}\frac{\sin\sqrt y}{\sqrt y}
=\frac1{60}-\frac{y}{840}+\frac{y^2}{30240}-\dots>0,
\end{equation}
because the terms alternate and decrease in size on this interval, and the first two already have a positive sum. A convex function lies above its tangent, so LFC holds more charge than $K=1$ whenever $n'<0$.

The missing charge depends strongly on $r_c$. For LFC it is $5.42$ electrons at $0.8$ bohr and $8.62$ at $1.2$ bohr; for $K=3$ it is $3.63$ and $7.29$. The core and valence densities cross at $1.21$ bohr, so $r_c=1$ bohr lies inside the crossing, where the core density is still $6.4$ times the valence density.

\subsection*{What sets the Fourier decay}

The angular integral of $e^{-i\mathbf q\cdot\mathbf r}$ gives
\begin{equation}
F(q)=\frac{4\pi}{q}\int_0^\infty r\tilde n(r)\sin(qr)\,dr
=\frac{4\pi}{q}\,{\rm Im}\int_0^\infty g(r)e^{iqr}dr,\qquad g=r\tilde n .
\end{equation}
Split the integral at $r_c$. On each piece, repeated integration by parts gives the boundary terms
\begin{equation}
\int_a^b g\,e^{iqr}dr\sim\left[e^{iqr}\sum_{j\ge0}\frac{(-1)^jg^{(j)}(r)}{(iq)^{j+1}}\right]_a^b .
\label{parts}
\end{equation}
Truncating the sum leaves a remainder of higher order in $1/q$.

\emph{The matching radius.} Let $\Delta_m=\tilde n^{(m)}(r_c^+)-\tilde n^{(m)}(r_c^-)$ be the first nonzero jump. Since $g^{(m)}=r\tilde n^{(m)}+m\tilde n^{(m-1)}$, the jump of $g^{(m)}$ is $r_c\Delta_m$. The inner piece has $r_c$ as its upper limit and the outer piece has it as its lower limit, so their sum contains minus the jump:
\begin{equation}
-\frac{(-1)^m r_c\Delta_m}{(iq)^{m+1}}e^{iqr_c}
=r_c\Delta_m\frac{i^{m+1}}{q^{m+1}}e^{iqr_c},
\end{equation}
where $-1/i=i$ was used. Taking the imaginary part,
\begin{equation}
F(q)\simeq\frac{4\pi r_c\Delta_m}{q^{m+2}}
\sin\!\Big(qr_c+\frac{(m+1)\pi}{2}\Big).
\label{law}
\end{equation}

\emph{The origin.} The lower limit $r=0$ contributes $\sum_jg^{(j)}(0)\,i^{j+1}/q^{j+1}$, whose imaginary part contains even $j$ only. If $\tilde n$ is even, $g$ is odd and these terms vanish. Otherwise $g(0)=0$ still holds, and $g''(0)=2\tilde n'(0)$ gives
\begin{equation}
F_{\rm origin}(q)\simeq-\frac{8\pi\tilde n'(0)}{q^4}.
\label{origin}
\end{equation}
This is why the polynomial should be even: a linear term $a_1r$ brings back a $q^{-4}$ tail however smoothly you match at $r_c$.

Now insert the jumps. LFC matches value and slope, so $m=2$. Inside, $\tilde n''=-B^2\tilde n-2\tilde n'/r$, hence
\begin{equation}
\Delta_2^{\rm LFC}=n''+\frac{2n'}{r_c}+B^2n=7.696-2.432+1.375=6.64 .
\end{equation}
For the polynomial, the first omitted Taylor term is $D^{K+1}n\,(r^2-r_c^2)^{K+1}/(K+1)!$, and $r^2-r_c^2\simeq2r_c(r-r_c)$ near $r_c$. Therefore
\begin{equation}
m=K+1,\qquad \Delta_{K+1}=(2r_c)^{K+1}D^{K+1}n ,
\end{equation}
which gives $8.91$, $-75.0$ and $718$ for $K=1,2,3$. Unless the jump happens to vanish, the decay is $q^{-(K+3)}$:

\begin{center}
\begin{tabular}{lcccc}
 & LFC & $K=1$ & $K=2$ & $K=3$\\ \hline
decay & $q^{-4}$ & $q^{-4}$ & $q^{-5}$ & $q^{-6}$\\
$C=4\pi r_c|\Delta_m|$ (a.u.) & 83.4 & 112 & 942 & 9028
\end{tabular}
\end{center}

Numerical transforms between roughly $95$ and $190$ bohr$^{-1}$ give powers $4.00$, $4.00$, $5.00$ and $6.00$. The single wave number of the sine does not raise the power, because the sine is cut off at $r_c$. The power follows from the order of matching, as the equal powers of LFC and $K=1$ show.

\subsection*{The true core also decays as $q^{-4}$}

The true core density has no jump at $r_c$, but in the non-relativistic atom with a point nucleus it has a cusp at the origin. For an $s$ orbital with radial function $R$, the $1/r$ terms of the radial equation must cancel as $r\to0$: $-R'(0)-ZR(0)=0$. Its density, proportional to $R^2$, has logarithmic slope $-2Z$. The $2p$ density starts as $r^2$ and adds nothing to the value or slope at the origin. Thus $n'(0)=-2Zn(0)$, and \eqref{origin} gives a positive tail $16\pi Zn(0)/q^4$.

The computed slope ratio is $-28.1$ bohr$^{-1}$, against $-28$; the finite basis accounts for the difference. The coefficient of $q^{-4}$ is about $1.2\times10^6$ bohr$^{-4}$, compared with an amplitude of $83.4$ for LFC. Asymptotically, LFC therefore gains a factor of about $15\,000$ in the prefactor and nothing in the power. The true core reaches this tail only for $q\gg2Z=28$ bohr$^{-1}$. At $q=20$ and $40$ bohr$^{-1}$ its transform still falls with local powers of about $1.3$ and $2.7$, and it exceeds the LFC envelope by factors of about $1600$ and $6600$.

\subsection*{Which one is better at a real cutoff?}

A higher power wins at large $q$, but for this atom and radius its prefactor $C$, in atomic units, is larger too. A useful measure is the $L^2$ norm of the part of $\tilde n$ lost when all plane waves above $Q$ are dropped:
\begin{equation}
T(Q)=\left[\frac1{2\pi^2}\int_Q^\infty F(q)^2q^2\,dq\right]^{1/2}.
\end{equation}
In units of $10^{-3}$ bohr$^{-3/2}$ the results are:

\begin{center}
\begin{tabular}{rcccc}
$Q$ (bohr$^{-1}$) & LFC & $K=1$ & $K=2$ & $K=3$\\ \hline
4 & 221 & 158 & 440 & 879\\
6 & 71.9 & 87.8 & 75.4 & 130\\
8 & 27.6 & 37.0 & 36.0 & 45.9\\
10 & 18.6 & 22.5 & 19.0 & 11.4\\
20 & 3.10 & 4.13 & 1.68 & 0.62\\
40 & 0.60 & 0.81 & 0.13 & 0.03
\end{tabular}
\end{center}

At $Q=6$ and $8$ bohr$^{-1}$ LFC loses least; at $Q=4$ it is $K=1$. From $9.0$ bohr$^{-1}$ up to $150$, the end of the range examined, $K=3$ loses less than LFC. For $K=2$ the corresponding start is $10.95$ bohr$^{-1}$ (scanned in steps of $0.05$), but $K=2$ also dips below LFC between about $8.4$ and $9.9$ bohr$^{-1}$. Among the four forms, $K=1$ loses least below about $4.6$, LFC from $4.6$ to $8.4$, $K=2$ from $8.4$ to $9.3$, and $K=3$ above that.

The law \eqref{law} explains the scale of these crossings. Replacing $\sin^2$ by its mean $\frac12$ gives
\begin{equation}
T(Q)\simeq\left[\frac{C^2}{4\pi^2}\int_Q^\infty q^{-2m-2}dq\right]^{1/2}
=\frac{C}{2\pi\sqrt{2m+1}}\,Q^{-(m+1/2)} .
\end{equation}
Equating LFC ($m=2$) with $K=3$ ($m=4$) yields $Q^2=(9028/83.4)\sqrt{5/9}$, or $Q=9.0$ bohr$^{-1}$. Equating it with $K=2$ ($m=3$) yields $Q=(942/83.4)\sqrt{5/7}=9.5$ bohr$^{-1}$, somewhat below the computed $10.95$. The close agreement for $K=3$ is partly luck: at $Q=10$ bohr$^{-1}$ the same estimate gives $15\times10^{-3}$ for its lost norm, against the computed $11.4\times10^{-3}$.

These are absolute losses. The densities have different total norms ($1.17$ for LFC and $2.45$ bohr$^{-3/2}$ for $K=3$), and relative to its own norm $K=3$ is already ahead at $Q=8$: $1.9\%$ against $2.4\%$. I would compare absolute losses, since the density itself enters the exchange-correlation potential. That potential is nonlinear, however, so $T(Q)$ is a guide and not an energy error.

The crossing at $9.0$ bohr$^{-1}$ means $Q^2/2=40.5$ hartree for the density. If your density grid reaches twice the largest orbital wave number, that is an orbital cutoff of $40.5/4\approx10$ hartree. For this atom and this $r_c$, $K=3$ keeps more charge than LFC and, above that cutoff, loses less norm. Below it LFC loses less than $K=3$. Like $K=1$, it has two parameters and is positive whenever $n'<0$, and it keeps more charge than $K=1$. Near the crossing the exchange-correlation energy error need not follow the order of $T(Q)$, so test the energy before choosing. Recompute the crossing if you change $r_c$, because all the jumps change with it. The numerical check checks the charge formulas, the decay law and the effect of a linear term numerically.

\section*{Numbers as computed}
\begin{verbatim}
LDA total energy of Si: -288.1982 hartree
levels 1s 2s 2p 3s 3p: -65.184 -5.075 -3.515 -0.3982 -0.1533 hartree
core density = valence density at r = 1.213 bohr
matching radius rc = 1.00 bohr
n_core/n_valence at rc: 6.358
core density derivative 0 at rc: 0.191849 bohr^-3
core density derivative 1 at rc: -1.215971 bohr^-4
core density derivative 2 at rc: 7.696382 bohr^-5
core density derivative 3 at rc: -48.258644 bohr^-6
core density derivative 4 at rc: 295.153682 bohr^-7
finite-difference check, relative deviation of derivatives 0-3: 4.2e-04 2.4e-03 2.5e-03 1.3e-03
core charge total, inside rc, outside rc: 10.00000 9.47792 0.52208 electrons
x cot x = -5.33818, x = B rc = 2.67679
LFC: A = 0.427999 bohr^-2, B = 2.67679 bohr^-1
K=1 coefficients of r^0, r^2, ... (atomic units): 0.799834 -0.607985
K=2 coefficients of r^0, r^2, ... (atomic units): 1.913878 -2.836073 1.114044
K=3 coefficients of r^0, r^2, ... (atomic units): 3.476288 -7.523305 5.801275 -1.562410
LFC: n(0) = 1.14566 bohr^-3, charge inside = 2.13257, missing = 7.34535 electrons
K=1: n(0) = 0.79983 bohr^-3, charge inside = 1.82230, missing = 7.65562 electrons
K=2: n(0) = 1.91388 bohr^-3, charge inside = 2.88893, missing = 6.58899 electrons
K=3: n(0) = 3.47629 bohr^-3, charge inside = 3.88620, missing = 5.59172 electrons
missing charge at rc = 0.8 bohr (electrons): LFC 5.41664, K=1 5.81154, K=2 4.57880, K=3 3.63415
missing charge at rc = 1.2 bohr (electrons): LFC 8.61691, K=1 8.81242, K=2 8.08151, K=3 7.28963
LFC: jump in derivative 2 = 6.63908 bohr^-5, 4 pi rc |jump| = 83.4291 a.u., measured decay power 3.998
K=1: jump in derivative 2 = 8.91235 bohr^-5, 4 pi rc |jump| = 111.9959 a.u., measured decay power 3.999
K=2: jump in derivative 3 = -74.99570 bohr^-6, 4 pi rc |jump| = 942.4238 a.u., measured decay power 4.999
K=3: jump in derivative 4 = 718.39084 bohr^-7, 4 pi rc |jump| = 9027.5655 a.u., measured decay power 6.000
true core: n(0) = 1746.99 bohr^-3, cusp n'(0)/n(0) = -28.149 bohr^-1
true core: q^4 F(q) tends to 1.2359e+06 bohr^-4
polynomial with linear term: F/(-8 pi a1/q^4) = 1.00016 at q = 188.50 bohr^-1
L2 norm above cutoff Q, in bohr^-3/2, order: LFC, K=1, K=2, K=3 , true core
Q =  0 bohr^-1: 1.169e+00 9.704e-01 1.671e+00 2.449e+00 2.264e+01
Q =  4 bohr^-1: 2.207e-01 1.576e-01 4.395e-01 8.793e-01 2.151e+01
Q =  6 bohr^-1: 7.190e-02 8.775e-02 7.536e-02 1.298e-01 2.056e+01
Q =  8 bohr^-1: 2.762e-02 3.696e-02 3.602e-02 4.593e-02 1.980e+01
Q = 10 bohr^-1: 1.855e-02 2.245e-02 1.900e-02 1.139e-02 1.913e+01
Q = 15 bohr^-1: 7.164e-03 9.522e-03 3.750e-03 2.729e-03 1.723e+01
Q = 20 bohr^-1: 3.100e-03 4.129e-03 1.676e-03 6.206e-04 1.488e+01
Q = 40 bohr^-1: 6.025e-04 8.074e-04 1.336e-04 3.118e-05 6.876e+00
K=2 loses less norm than LFC for all Q from 10.95 bohr^-1 up to 150 (Q^2/2 = 60.0 hartree)
K=3 loses less norm than LFC for all Q from 9.00 bohr^-1 up to 150 (Q^2/2 = 40.5 hartree)
\end{verbatim}
